# Choosing bits, tolerance and broadening for quantics Green-function zone sums

## The decision

A calculation needs the local Green function, the Brillouin-zone average of $G(\mathbf k,z)$, at a small broadening. The program offers a quantics tensor-train integrator with two settings: the number of bits $R$ per direction, which gives $N=2^R$ points per direction, and a tolerance. Should $R$ be 8 or 20? Does a tight tolerance make the result converged? Would an ordinary sum be cheaper? The answers follow from two separate quantities: the distance of the grid sum from the integral, and the bond dimension of the tensor train.

The model is one nearest-neighbour band in $D=1$ or 2 dimensions, with lattice constant and $\hbar$ equal to one:

$$\varepsilon(\mathbf k)=-2t\sum_{d=1}^{D}\cos k_d,\qquad G(\mathbf k,z)=\frac1{z-\varepsilon(\mathbf k)},\qquad z=x+i\eta,$$

with $t,\eta>0$. If $x$ lies in the band, $\max|G|=1/\eta$, reached on the energy shell $\varepsilon=x$. The broadening may be a numerical aid or may have physical meaning. At a fermionic Matsubara frequency, for instance, $\eta=|\omega_n|\ge\pi k_BT$ (for negative frequencies take the complex conjugate).

## What the bits represent

The grid is $k=2\pi m/N$ in each direction. Writing $m$ in binary, with the most significant bit $b_1$ first, gives

$$k=\sum_{l=1}^{R}\theta_l b_l,\qquad \theta_l=\frac{2\pi}{2^l}.$$

The first bits select a coarse block of the zone and the later ones a position inside it. In two dimensions the bits are interleaved: $x$ bit, $y$ bit, next $x$ bit, and so on. A function on the grid is then a tensor with $L=DR$ two-valued indices. A tensor train writes it as a product of small matrices,

$$F(b_1,\dots,b_L)=A_1(b_1)A_2(b_2)\cdots A_L(b_L),$$

where the first is a row and the last a column. The size shared by neighbouring matrices is the bond dimension $\chi_s$, and $\chi$ denotes the largest. Cutting the train at bond $s$ turns the tensor into a matrix, with left bits as row index and right bits as column index. Its rank is the smallest possible $\chi_s$.

These smallest values can be reached at all bonds together. At each cut, choose a basis for the functions of the right bits that occur. Fixing the next bit in such a function gives a function in the space of the next cut, and the expansion coefficients are the entries of $A$.

For a cosine, split $k=k_L+k_R$ at the cut:

$$\cos k=\cos k_L\cos k_R-\sin k_L\sin k_R .$$

There are two products, so the rank is at most two. After the first bit $k_L$ is 0 or $\pi$, so $\sin k_L=0$ and the rank is one. After two or more bits $k_L$ takes the values 0 and $\pi/2$, which makes $\cos k_L$ and $\sin k_L$ independent. The right part contains 0 and $2\pi/N$, which does the same for $k_R$ when $N>2$. For $R\ge3$ the rank is therefore one at the first bond and two at every other. The matrices are rotations $\mathcal R$:

$$\cos k=(1,0)\,\mathcal R(\theta_1b_1)\cdots\mathcal R(\theta_Rb_R)\begin{pmatrix}1\\0\end{pmatrix},$$

because successive rotations add their angles.

The two-dimensional dispersion needs at most four products per cut, two for each cosine. This does not carry over to $G$: inversion is nonlinear and creates sharp structure at the energy shell, so the bond dimension of $G$ has to be examined separately.

## The sum is cheap once the train exists

Each bit occurs in one matrix, so the sum over all bits factorizes:

$$\frac1{N^D}\sum_{\mathbf k}F(\mathbf k)=\prod_{s=1}^{L}\left[\frac{A_s(0)+A_s(1)}2\right].$$

The factors $1/2$ multiply to $2^{-DR}=N^{-D}$. Multiplying from the left, a row vector meets one matrix at a time. The cost is of order $DR\chi^2$, linear in $R$ when $\chi$ is bounded. For the cosine the first bracket is $[1+\mathcal R(\pi)]/2=0$, so the average vanishes, as it must.

If $F$ approximates $G$ with largest entry error $e$, the average is wrong by at most $e$, since the modulus of an average cannot exceed the largest modulus averaged. This is the error relative to the grid sum. The distance from the integral is a different matter.

## How many bits does the integral need?

In one dimension the grid sum has a closed form. Insert $G=\sum_n g_ne^{ikn}$ into $(z+te^{ik}+te^{-ik})G=1$ and compare coefficients:

$$zg_n+t(g_{n-1}+g_{n+1})=\delta_{n0}.$$

For $n\neq0$ the decaying solution is $g_n=g\lambda^{|n|}$ with

$$\lambda+\frac1\lambda=-\frac zt,\qquad|\lambda|<1.$$

The two roots have product one, and $|\lambda|=1$ would make $z$ real, so one root lies inside the unit circle. The equation at $n=0$ is $g(z+2t\lambda)=1$. Substituting $z=-t(\lambda+1/\lambda)$ gives

$$g=\frac1{t(\lambda-1/\lambda)}.$$

This is the zone integral, the $n=0$ coefficient. On the grid $e^{ikn}$ averages to one if $n$ is a multiple of $N$ and to zero otherwise, hence

$$\frac1N\sum_kG=g\Big(1+2\sum_{j\ge1}\lambda^{jN}\Big)=g\,\frac{1+\lambda^N}{1-\lambda^N}.$$

To see the decay rate, write $\lambda=e^{i(q+i\kappa)}$ with $\kappa>0$. Then $z=-2t\cos(q+i\kappa)$, whose imaginary part is

$$\eta=2t\sin q\,\sinh\kappa .$$

For small $\eta$ inside the band, $\kappa\approx\eta/v$, where $v=2t\sin q$ is the speed on the shell. The grid must satisfy $N\eta/v\gg1$. In real space, a particle must decay before it travels around a ring of $N$ sites.

Since $\sin q\le1$, in general $\kappa\ge\kappa_0=\operatorname{arcsinh}(\eta/2t)$. This also settles two dimensions. Replace the $k_y$ sum by an integral, then the $k_x$ sum. Each replacement is a one-dimensional problem in which the other cosine shifts $x$ and leaves $\eta$ unchanged. Its error is $g$ times

$$\frac{1+\lambda^N}{1-\lambda^N}-1=\frac{2\lambda^N}{1-\lambda^N},$$

and $|g|\le1/\eta$ because $g$ is an average of values no larger than $1/\eta$. Adding the two errors,

$$|\text{grid sum}-\text{integral}|\le\frac4\eta\,\frac{e^{-N\kappa_0}}{1-e^{-N\kappa_0}}.$$

For an absolute error of at most $\delta$ it suffices that

$$N\ge\frac{\ln[1+4/(\eta\delta)]}{\operatorname{arcsinh}(\eta/2t)}.$$

With $t=1$, $\eta=0.25$ and $\delta=10^{-6}$ the numerator is 16.588 and the denominator 0.12468. Their ratio is 133.05, so $N\ge134$ and $R=8$ is enough. Further bits are not needed for this accuracy. The criterion is sufficient, not necessary, and it is conservative: at $x=t$ a grid with $N=128$ is already within $10^{-8}$ of the integral, and $N\approx91$ reaches $10^{-6}$.

## Why the bond dimension stops growing with R

Consider a block of side $h=2\pi/2^l$ with centre $\mathbf c$, and let $\Delta=|z-\varepsilon(\mathbf c)|$. Call the block far if

$$\Delta\ge4Dt(e^h-1),$$

and near otherwise. Displace each $k_d$ from the centre by a complex $u_d$ with $|u_d|\le h$. All derivatives of the cosine at a real point are bounded by one, so its Taylor series gives

$$|\cos(c_d+u_d)-\cos c_d|\le\sum_{n\ge1}\frac{h^n}{n!}=e^h-1.$$

The energy changes by at most $2Dt(e^h-1)\le\Delta/2$. The denominator of $G$ thus keeps a modulus of at least $\Delta/2$, and $|G|\le2/\Delta$. Cauchy's estimate bounds the Taylor coefficients of $G$ in two dimensions by $|a_{mn}|\le(2/\Delta)h^{-m-n}$.

Within the real block $|u_d|\le h/2$, so a term of total degree $r$ is at most $(2/\Delta)2^{-r}$, and there are $r+1$ such terms. Dropping all degrees from $p$ upwards costs at most

$$\frac2\Delta\sum_{r\ge p}(r+1)2^{-r}=\frac2\Delta\,2^{-p}\sum_{j\ge0}(p+1+j)2^{-j}=\frac2\Delta\,2^{-p}(2p+4),$$

using $\sum_j2^{-j}=\sum_jj2^{-j}=2$. In one dimension there is one term per degree and the result is $(2/\Delta)2^{1-p}$. Since $1/\Delta=|G(\mathbf c)|\le\max|G|$, the two-dimensional error relative to $\max|G|$ is at most $2^{-p}(4p+8)$, whatever the block.

Now build an approximation. Starting from the whole zone, replace $G$ by its Taylor polynomial on every block that is far, and divide the near blocks again. If bits run out first, keep the remaining grid values. Cut this function after $l$ complete levels. A left index inside an accepted block leaves a polynomial of degree below $p$ in the remaining position, and all such polynomials share a space of dimension $p(p+1)/2$. Each block still undecided contributes at most one further function. Therefore

$$\chi_s\le N_{\rm near}(h)+\frac{p(p+1)}2\quad(D=2),\qquad \chi_s\le N_{\rm near}(h)+p\quad(D=1).$$

A cut between the $x$ and $y$ bits of one level at most doubles the first term. Near blocks disappear once $4Dt(e^h-1)\le\eta$, because $\Delta\ge\eta$. At fixed $\eta$ and accuracy, the bound is thus independent of $R$.

The dependence on $\eta$ differs between dimensions. In one dimension, each shell point has near blocks over a length of about $8th/v$, which is about $8t/v$ blocks at every small $h$. The bound is then uniform in $\eta$ as well. This counting argument fails as $x$ approaches a band edge, where $v\to0$ and the number of near blocks grows as $h^{-1/2}$. That is a limit of the bound; it does not show that the bond dimension itself grows there. In two dimensions, near blocks fill a strip around the shell with width proportional to $h$. Dividing its area by $h^2$ gives a count proportional to $1/h$, which can grow to order $t/\eta$ before near blocks vanish. At the van Hove energy $x=0$ the velocity vanishes at points of the shell and this estimate needs a correction.

For $x=0.5t$ in one dimension the count is 8 at levels 7, 8, 9 and 14. For $x=t$ in two dimensions it is 1888, 3712 and 7312 at levels 7, 8 and 9, nearly doubling each time. These counts take $\eta\to0$. They enter an upper bound, which proves saturation with $R$ but greatly overestimates the bond dimensions found below.

## What the tolerance controls

Cross interpolation builds the train from selected values of $G$. Its basis is an identity for a matrix $M$ of rank $r$. Choose $r$ rows $I$ and $r$ columns $J$ whose intersection $P=M(I,J)$ is invertible. With $M=UV$, where $U$ has $r$ columns,

$$M(:,J)P^{-1}M(I,:)=UV_J(U_IV_J)^{-1}U_IV=UV=M.$$

For approximate rank the identity becomes an approximation, and the choice of pivots matters.

At bond $s$ the algorithm forms a table. Its rows are the $\chi_{s-1}$ stored left pivots, each extended by one bit; its columns are the $\chi_{s+1}$ right pivots, extended likewise. It takes the largest entry as pivot, subtracts the corresponding rank-one matrix, and repeats until the largest remainder is below the tolerance $\tau$ times the largest $|G|$ seen. It then moves to the next bond, sweeping forwards and backwards. Let $P_s$ be the matrix of values at the left and right pivots of bond $s$. Let $T_s$, which depends on the bit $b_s$, be the matrix of values with a left pivot of bond $s-1$, then $b_s$, then a right pivot of bond $s$. The finished train is

$$G\approx T_1P_1^{-1}T_2P_2^{-1}\cdots P_{L-1}^{-1}T_L .$$

One update requests $2\chi_{s-1}\times2\chi_{s+1}=4\chi_{s-1}\chi_{s+1}$ values, and elimination takes $\chi_s$ passes over the table. A sweep therefore needs of order $DR\chi^2$ values and $DR\chi^3$ arithmetic operations. The number $N^D$ of grid points does not enter. The program stores no values, so the counts of requested values given below include repeated requests for the same point.

Two properties of $\tau$ matter in use. First, it is relative to $\max|G|$, which is close to $1/\eta$ when the grid resolves the shell. To aim at an absolute error near $\delta$ in the entries, start with $\tau\approx\eta\delta$. This is a cautious choice for the average, which is often more accurate: most entries have errors well below the largest one, and these errors partly cancel. Second, it limits the remainder in the tables visited, not the error everywhere. Two functions that agree at all visited points give the same train, however much they differ elsewhere. A narrow shell can be missed in this way, so starting points should be placed on it. In the examples, 30 random starting points are supplemented by two grid points next to the shell. They are the nearest to $k_d=\arccos(-1/4)$ and to $k_d=-\arccos(-1/4)$, with the same value in every direction. Both conditions define points on the shell for both choices of $x$.

## One dimension: an accurate sum that is not the integral

Energies are now in units of $t$ and Green functions in units of $1/t$. Take $x=0.5$, $\eta=0.001$ and $\tau=10^{-10}$. The shell has $\cos q=-0.25$, so $v=2\sqrt{1-0.0625}=1.94$.

With $R=10$, $N\eta/v=1.024/1.94=0.53$: the grid is too coarse. The train gives $0.649906-0.397089i$ and agrees with the closed form for this grid to $4\times10^{-12}$. The integral is $0.000069-0.516398i$. The tolerance has done its work, and the result is still useless as an integral.

With $R=14$, $N\eta/v=16.384/1.94=8.5$. The predicted relative error is $2e^{-8.5}\approx4\times10^{-4}$, or $2\times10^{-4}$ after multiplication by $|g|=0.516$. The computed average, $-0.000073-0.516564i$, differs from the integral by $(1.4,1.7)\times10^{-4}$ in its real and imaginary parts, a modulus of $2.2\times10^{-4}$. With $R=20$ the two agree to the digits shown.

At $R=20$ the largest bond dimension is 13 for $\eta=0.1$, 0.01 and 0.001, in line with the uniform bound. The requested values still rise from 39,136 to 53,778 and 62,626. The block argument allows such a rise: near blocks can persist until $4t(e^h-1)\le\eta$, so the number of bonds at which they enter the bound grows as $\ln(t/\eta)$.

## Two dimensions: broadening sets the price

Take $x=1$ and $\tau=10^{-6}$. For $\eta=0.5$ and $R=7$ all 16,384 entries were checked. The largest error is $1.9\times10^{-6}$, close to $\tau/\eta=2\times10^{-6}$. On the larger grids below, errors at sampled points reach about three times $\tau/\eta$.

The bond dimensions can be compared with a lower bound. If a train has largest entry error $e$, its error matrix at any cut has norm at most $e\sqrt{N^D}$. A matrix of rank $\chi_s$ cannot approximate another more closely than the latter's singular value number $\chi_s+1$. Hence $\chi_s$ is at least the number of singular values above $e\sqrt{N^D}$. The largest of these lower bounds is 56; cross interpolation used 74. Both numbers belong to the same bond. The smallest possible value there for this error lies between them, so the train exceeds it by at most about a third.

Increasing $R$ at $\eta=0.5$ changes little:

| $R$ | largest $\chi_s$ | values requested |
|---|---|---|
| 10 | 95 | 809,201 |
| 15 | 98 | 881,402 |
| 20 | 97 | 895,124 |

Ten further bits per direction multiply the grid by $2^{20}$ and the requests by 1.11. At $R=20$ the bond dimension is 92 at bond 8 and 3 at bonds 32 and 36. In such small blocks $G$ is linear within the tolerance, and $1$, $u_x$ and $u_y$ span the linear functions. The average is $0.18255-0.42364i$ for all three $R$, as the integral criterion predicts.

Reducing $\eta$ at $R=20$ has a larger effect:

| $\eta$ | largest $\chi_s$ | values requested | $-\mathrm{Im}$ average |
|---|---|---|---|
| 1.0 | 75 | 500,349 | 0.38179 |
| 0.5 | 97 | 895,124 | 0.42364 |
| 0.25 | 126 | 1,561,117 | 0.43883 |

Each halving raises $\chi$ by a factor 1.3, whose square is 1.7; the requests rise by 1.8 and 1.7. Cost follows the bond dimension at a fixed number of grid points. Three broadenings do not establish an asymptotic power. The dispersion itself, on the same $1.1\times10^{12}$ points, has bond dimension 4 and needs 29,214 values.

The last column carries a warning. The averages agree with independently computed integrals at the same $\eta$ to $3\times10^{-7}$ or better, yet the last halving of $\eta$ changes the imaginary part by 0.015. If $\eta$ is a numerical aid and the limit $\eta\to0$ is wanted, broadening is by far the larger error.

## Choosing the settings

1. **Fix $\eta$ first.** Use its physical value if it has one. Otherwise vary it until the quantity of interest is stable.

2. **Choose $R$ from the criterion for $N$.** Spare bits cost little once the bond dimension has stopped growing with $R$, as between $R=10$ and 20 above; on smaller grids each bit can add noticeably to the cost. No tolerance can repair a grid that is too coarse.

3. **Compare with the direct sum.** A direct sum need not use a power of two. For $\eta=0.25$ and $\delta=10^{-6}$, $N=134$ suffices, which takes $134^2=17,956$ values. The train at $R=20$ made 87 times as many requests, repeats included. In this example the ordinary sum is the better choice. At small $\eta$ the direct cost in two dimensions grows about fourfold per halving, apart from a logarithm. If the factor 1.7 for the train persisted, the counts would cross after about five more halvings, near $\eta=0.008$. This is an extrapolation at fixed $\tau$. It ignores the cost of elimination, the conservative value of $N$ (with $N\approx91$ the ratio is about 190) and the lattice symmetry, which saves the direct sum roughly a factor 8; these move the crossing to smaller $\eta$. Storing values to avoid repeated evaluations would move it to larger $\eta$.

4. **Set $\tau$ near $\eta\delta$, and test the result.** Repeat with a smaller $\tau$, with different starting points and with one more bit. The first two changes examine the train, the third the grid. Agreement supports the result but does not prove that no feature was missed.

For another single band with finite-range hopping, $\varepsilon=\sum_{\mathbf r}t_{\mathbf r}e^{i\mathbf k\cdot\mathbf r}$, the block argument survives with a new energy bound,

$$|\delta\varepsilon|\le\sum_{\mathbf r}|t_{\mathbf r}|\left(e^{h(|r_x|+|r_y|)}-1\right).$$

A block is far when $\Delta$ is at least twice the right-hand side. Longer hops require smaller blocks. The explicit criterion for $N$ was derived for nearest neighbours and does not apply unchanged; a convergence test in $R$ can take its place. The numerical output below gives further bond dimensions and errors.

## Table of computed values

```
Energies in units of t, Green functions in units of 1/t
cosine, R=10, bond dimensions: [1, 2, 2, 2, 2, 2, 2, 2, 2]
cosine, R=30, rotation cores, largest error: 6.7e-16
far block: side 0.0982, |z-eps(c)| = 0.8367
  Taylor degree < 4: remainder 2.50e-04, bound 1.79e+00
  Taylor degree < 8: remainder 4.35e-08, bound 1.87e-01
  Taylor degree < 12: remainder 7.58e-12, bound 1.63e-02
near blocks 1D, x=0.5, levels 7,8,9,14: [8, 8, 8, 8]
near blocks 2D, x=1, levels 7,8,9: [1888, 3712, 7312]
1D: x=0.5, pivot tolerance 1e-10 relative to max|G|
  eta=0.1 R=20: max bond 13, values 39136, average 0.006855-0.515574i, error vs closed form 9.2e-12
  eta=0.01 R=20: max bond 13, values 53778, average 0.000688-0.516390i, error vs closed form 8.6e-11
  eta=0.001 R=10: max bond 12, values 13648, average 0.649906-0.397089i, error vs closed form 4.3e-12
  eta=0.001 R=14: max bond 13, values 32430, average -0.000073-0.516564i, error vs closed form 9.2e-11
  eta=0.001 R=20: max bond 13, values 62626, average 0.000069-0.516398i, error vs closed form 1.6e-10
  integral at eta=0.001: 0.000069-0.516398i
2D: x=1, pivot tolerance 1e-06 relative to max|G|
  eta=0.5 R=7, all 16384 points: largest error 1.9e-06
  bond dimensions, cross interpolation: [2, 4, 8, 16, 32, 57, 74, 64, 32, 16, 8, 4, 2]
  lower bounds from singular values:    [2, 4, 8, 16, 32, 46, 56, 53, 32, 16, 8, 4, 2]
  eta=0.5 R=10: max bond 95, values 809201, estimate from final bonds 799344
    average 0.182553-0.423643i, error vs integral 1.0e-08, sampled error 2.8e-06
  eta=0.5 R=15: max bond 98, values 881402, estimate from final bonds 855336
    average 0.182553-0.423643i, error vs integral 6.1e-08, sampled error 5.9e-06
  eta=0.5 R=20: max bond 97, values 895124, estimate from final bonds 875424
    average 0.182553-0.423644i, error vs integral 2.5e-07, sampled error 3.5e-06
    bond dimensions at every fourth bond: [16, 92, 38, 17, 8, 6, 4, 3, 3]
  eta=1.0 R=20: max bond 75, values 500349, estimate from final bonds 470304
    average 0.131784-0.381793i, error vs integral 2.3e-07, sampled error 1.9e-06
  eta=0.25 R=20: max bond 126, values 1561117, estimate from final bonds 1614888
    average 0.216477-0.438832i, error vs integral 6.1e-08, sampled error 7.0e-06
2D dispersion R=20: max bond 4, values 29214, sampled error 8.4e-15
grid points at R=20 in 2D: 1.100e+12
```
